# Hartree-Fock orbitals near the nucleus: where direct and exchange terms enter

An outward integration of the radial Hartree-Fock equation cannot simply evaluate the potentials at $r=0$, where the nuclear potential and, for $l>0$, the centrifugal potential are singular. A common remedy is to start at some small $r_0$, which requires a value and a slope there. The obvious choice, $P\propto r^{l+1}$, is poor for $s$ orbitals unless $Zr_0$ is very small, $Z$ being the nuclear charge. For the $1s$ orbital of neon at $r=0.02$ bohr, the true orbital divided by its leading term is $0.819$, not $1$. The amplitude has to be adjusted later in any case, but the ratio of slope to value is also wrong, and a wrong ratio mixes in the second solution of the equation, which behaves as $r^{-l}$.

The next terms of the series give better starting values. In a Hartree-Fock calculation this raises a difficulty: the direct and exchange terms depend on the orbitals being sought. One must know how far the series can be taken before they matter.

The result, for a point nucleus of charge $Z$ and in atomic units, is

$$P_i(r)=A_i r^{l+1}\left[1-\frac{Zr}{l+1}+a_2r^2+a_3r^3+\dots\right].$$

The direct term first enters in $a_2$, that is, in the power $r^{l+3}$ of $P_i$. Exchange with an orbital of angular momentum $l_j\le l$ enters at the same power. Exchange with $l_j>l$ waits until $r^{2l_j-l+3}$. These statements concern the coefficients relative to the amplitude $A_i$, which itself depends on the whole atom. They give the power at which each term appears explicitly in the local expansion. Every repulsion term, including exchange with $l_j>l$, also changes the orbital energy, and the energy appears in $a_2$; only the coefficient $-Z/(l+1)$ is independent of the other electrons altogether.

## The equation and its repulsion terms

Let $P_i(r)$ be $r$ times the radial function of orbital $i$, with $l=l_i$. For a nonrelativistic atom with closed shells,

$$-\frac12P_i''+\frac{l(l+1)}{2r^2}P_i-\frac Zr P_i+VP_i-X_i=\varepsilon_iP_i .$$

Multiplying by $-2$ and moving all but the first two terms to the right gives

$$P_i''-\frac{l(l+1)}{r^2}P_i=S_i,\qquad S_i=-\frac{2Z}{r}P_i+2(V-\varepsilon_i)P_i-2X_i. \tag{1}$$

Both repulsion terms are built from the radial potentials

$$U^k_{ij}(r)=\frac1{r^{k+1}}\int_0^r s^kP_iP_j\,ds+r^k\int_r^\infty\frac{P_iP_j}{s^{k+1}}\,ds .$$

The direct potential and the exchange term are

$$V=\sum_j2(2l_j+1)\,U^0_{jj},\qquad X_i=\sum_{j,k}w^k_{ij}\,U^k_{ij}P_j .$$

The sums over $j$ run over occupied shells. The weight $w^k_{ij}$ is $(2l_j+1)$ times half the integral, from $-1$ to $1$, of the product of the Legendre polynomials of degrees $l$, $k$ and $l_j$. This half-integral is the square of a $3j$ symbol with zero projections. It vanishes unless $|l-l_j|\le k\le l+l_j$ and $l+k+l_j$ is even.

Assume that each regular orbital is bounded near the origin by a constant times $r^{l_j+1}$, written $P_j=O(r^{l_j+1})$. Then $P_iP_j=O(s^q)$ with $q=l+l_j+2$. In the outer integral the integrand is $O(s^{q-k-1})$. Since $k\le l+l_j=q-2$, this power is at least $1$, so the integral converges down to $s=0$. We may define

$$M^k_{ij}=\int_0^\infty\frac{P_iP_j}{s^{k+1}}\,ds$$

and write the outer integral as $M^k_{ij}$ minus the part from $0$ to $r$. That part, multiplied by $r^k$, is $O(r^q)$, and so is the inner term. Hence

$$U^k_{ij}=M^k_{ij}r^k+O(r^q). \tag{2}$$

No integrand contains $s^{-1}$, so expanding the orbitals in powers produces no logarithm.

**Direct term.** Equation (2) with $k=0$ gives $V=V_0+O(r^2)$, where

$$V_0=\sum_j2(2l_j+1)\int_0^\infty\frac{P_j^2}{s}\,ds .$$

This is the electrostatic repulsion energy of an electron placed at the nucleus. The first departure from it comes from $s$ shells, for which $P_j^2\simeq A_j^2s^2$. Each contributes

$$2A_j^2\left[\frac1r\int_0^rs^2ds-\int_0^rs\,ds\right]=2A_j^2\left(\frac{r^2}{3}-\frac{r^2}{2}\right)=-\frac{A_j^2r^2}{3}.$$

Close to the nucleus the direct potential is therefore a constant with a quadratic correction.

**Exchange term.** Multiplying (2) by $P_j\simeq A_jr^{l_j+1}$ shows that multipole $k$ starts as $r^{k+l_j+1}$. The smallest allowed $k$ is $|l-l_j|$, so the leading power in $X_i$ is

$$|l-l_j|+l_j+1=\begin{cases}l+1,& l_j\le l,\\ 2l_j-l+1,& l_j>l.\end{cases}\tag{3}$$

In the second case $l_j\ge l+1$, and the power is at least $l+3$. The next multipole, with $k$ larger by two, is also two powers higher. The correction in (2) gives $r^{q+l_j+1}=r^{l+2l_j+3}$, which is at least $r^{l+3}$. Through $r^{l+2}$, then, orbitals with $l_j\le l$ alone contribute. With $P_j=A_jr^{l_j+1}(1+a_1^{(j)}r+\dots)$,

$$X_i=A_ir^{l+1}\sum_{l_j\le l}\chi_{ij}\left(1+a_1^{(j)}r\right)+O(r^{l+3}),\tag{4}$$

$$\chi_{ij}=w^k_{ij}\frac{A_j}{A_i}M^k_{ij},\qquad k=l-l_j .$$

Here $A_i\ne0$ is assumed. The constants $V_0$ and $\chi_{ij}$ are integrals over the whole atom. A local expansion shows where they appear but cannot determine their values.

## First derivation: matching powers

Suppose that every orbital has a power series at the origin,

$$P_i=A_i\sum_{m\ge0}a_mr^{\nu+m},\qquad a_0=1 .$$

The most singular terms of (1) are those in $r^{\nu-2}$, and they come from the left side alone. They require

$$\nu(\nu-1)=l(l+1),\qquad\text{so}\qquad \nu=l+1\ \text{ or }\ \nu=-l .$$

For $l\ge1$ the choice $\nu=-l$ makes $\int P^2dr$ diverge at the origin. For $l=0$ it makes the orbital behave as $1/r$, whose Laplacian contains a delta function at the nucleus that no other term of the equation cancels. The regular solution has $\nu=l+1$.

Acting on the term $a_mr^{l+1+m}$, the left side of (1) gives $a_mr^{l-1+m}$ times

$$(l+1+m)(l+m)-l(l+1)=m(2l+1)+m^2=m(2l+1+m).$$

This factor does not vanish for $m\ge1$, so each coefficient is fixed by the earlier ones and by the constants of the repulsion terms.

**Power $r^l$, $m=1$.** On the right, the nuclear attraction contributes $-2Z$. The terms with $V$, $\varepsilon_i$ and $X_i$ start at $r^{l+1}$ and are absent. Therefore

$$(2l+2)a_1=-2Z,\qquad a_1=-\frac{Z}{l+1}.\tag{5}$$

The physical content is a cancellation. Divide the kinetic and centrifugal terms of the original equation by $P_i$. Their leading part is $-\tfrac12(2l+2)a_1/r=-(l+1)a_1/r$. With (5) this equals $+Z/r$ and cancels the nuclear attraction $-Z/r$. Any other value of $a_1$ would leave a term that diverges at the nucleus. Electron repulsion is finite there and cannot take part in the cancellation.

**Power $r^{l+1}$, $m=2$.** Now the constant parts of all the repulsion terms appear:

$$2(2l+3)a_2=-2Za_1+2(V_0-\varepsilon_i)-2\sum_{l_j\le l}\chi_{ij}.$$

Inserting $-2Za_1=2Z^2/(l+1)$ and dividing by $2$,

$$(2l+3)a_2=\frac{Z^2}{l+1}+V_0-\varepsilon_i-\sum_{l_j\le l}\chi_{ij}.\tag{6}$$

**Power $r^{l+2}$, $m=3$.** The potential $V$ has no linear term, but the orbitals do. From (4),

$$3(2l+4)a_3=-2Za_2+2(V_0-\varepsilon_i)a_1-2\sum_{l_j\le l}\chi_{ij}a_1^{(j)} .$$

Equation (5) applied to orbital $j$ gives $a_1^{(j)}=-Z/(l_j+1)$. After division by $2$,

$$3(l+2)a_3=-Za_2+(V_0-\varepsilon_i)a_1+Z\sum_{l_j\le l}\frac{\chi_{ij}}{l_j+1}.\tag{7}$$

To this order the direct term acts as a shift of the energy, because $V_0$ and $\varepsilon_i$ occur together as $V_0-\varepsilon_i$. Exchange is different. Dividing (4) by $P_i$ gives

$$\frac{X_i}{P_i}=\sum_{l_j\le l}\chi_{ij}\left[1+\left(a_1^{(j)}-a_1\right)r\right]+O(r^2),$$

$$a_1^{(j)}-a_1=-\frac{Z}{l_j+1}+\frac{Z}{l+1}=-\frac{Z(l-l_j)}{(l+1)(l_j+1)} .$$

For $l_j=l$ the linear term vanishes, and exchange too is a constant shift through this order. For $l_j<l$ it is not.

Without electron repulsion the formulas must give the hydrogenic series. For the $1s$ state $\varepsilon=-Z^2/2$, and (6) yields $3a_2=Z^2+Z^2/2$, or $a_2=Z^2/2$. This is the quadratic coefficient of $e^{-Zr}$, as it should be.

## Second derivation: an integral equation

The same coefficients follow without supposing that a power series exists. We need only the bounds $P_j=O(r^{l_j+1})$ for all occupied orbitals.

The left side of (1) vanishes for $r^{l+1}$ and for $r^{-l}$. From these two functions form

$$G(r,s)=\frac{r^{l+1}s^{-l}-r^{-l}s^{l+1}}{2l+1},\qquad I(r)=\int_0^rG(r,s)S_i(s)\,ds .$$

To see that $I$ solves (1), differentiate it. Since $G(r,r)=0$, the moving upper limit adds nothing to $I'$. In the second derivative it adds $S_i(r)$ times

$$\left.\frac{\partial G}{\partial r}\right|_{s=r}=\frac{(l+1)+l}{2l+1}=1 .$$

What remains under the integral is $\partial^2G/\partial r^2=l(l+1)G/r^2$, because each power of $r$ in $G$ solves the homogeneous equation. Thus $I''-l(l+1)I/r^2=S_i$.

The effect of the integral on a power $s^p$ with $p\ge l$ is

$$\int_0^rG\,s^p\,ds=\frac{r^{p+2}}{2l+1}\left[\frac1{p+1-l}-\frac1{p+l+2}\right]=\frac{r^{p+2}}{(p+1-l)(p+l+2)},\tag{8}$$

since the difference of the two denominators is $2l+1$. For $s\le r$ the function $G$ is not negative, so a source bounded by a constant times $s^p$ gives an integral bounded by the same constant times (8). In short, $O(s^p)$ becomes $O(r^{p+2})$. Remainders are thus carried along safely.

**First pass.** The assumed bounds make $V$ finite and $X_i=O(r^{l+1})$. The nuclear term dominates, so $S_i=O(r^l)$ and $I=O(r^{l+2})$. The difference $P_i-I$ solves the homogeneous equation and must be $A_ir^{l+1}+B_ir^{-l}$. Both $P_i$ and $I$ are $O(r^{l+1})$, which forces $B_i=0$. Hence

$$P_i=A_ir^{l+1}+\int_0^rG(r,s)S_i(s)\,ds=A_ir^{l+1}+O(r^{l+2}).\tag{9}$$

This holds for every occupied orbital. The leading power, with a definite amplitude, has now been derived from a bound.

**Second pass.** Put (9) into the source. It becomes $S_i=-2ZA_ir^l+O(r^{l+1})$. Equation (8) with $p=l$ has the denominator $2l+2$, so

$$P_i=A_ir^{l+1}-\frac{2ZA_i}{2l+2}r^{l+2}+O(r^{l+3}).$$

This is (5).

**Third pass.** With two terms known for every orbital, the source is known through $r^{l+1}$:

$$S_i=-2ZA_ir^l+2A_i\left[\frac{Z^2}{l+1}+V_0-\varepsilon_i-\sum_{l_j\le l}\chi_{ij}\right]r^{l+1}+O(r^{l+2}).$$

For $p=l+1$ the denominator in (8) is $2(2l+3)$. The factors of $2$ cancel, and (6) results.

**Fourth pass.** With $a_2$ known, the coefficient of $r^{l+2}$ in $S_i/A_i$ is the right side of the equation preceding (7). For $p=l+2$ the denominator is $3(2l+4)$, which gives (7).

The order at which each interaction enters can now be read from (8), since the integral raises every power of the source by two. The nuclear source starts at $r^l$ and enters at $r^{l+2}$. The direct source starts at $r^{l+1}$ and enters at $r^{l+3}$. The quadratic part of $V$ produces a source $r^{l+3}$, so the position dependence of the direct potential enters at $r^{l+5}$.

For exchange with $l_j>l$, (3) gives $p=2l_j-l+1$. The two factors in (8) are $2(l_j-l+1)$ and $2l_j+3$. With the source $-2w^k_{ij}M^k_{ij}A_jr^p$, the first contribution to $P_i$ is

$$-\frac{w^k_{ij}M^k_{ij}A_j}{(l_j-l+1)(2l_j+3)}\,r^{2l_j-l+3},\qquad k=l_j-l .$$

Apart from its indirect effect on $\varepsilon_i$, $V_0$ and $\chi_{ij}$, exchange of an $s$ orbital with a $p$ orbital thus enters at $r^5$, and with a $d$ orbital at $r^7$. The centrifugal barrier keeps the partner away from the nucleus, and the multipole potential $r^k$ weakens the coupling further.

## What each derivation assumes

Both derivations need a point nucleus, the nonrelativistic equation, regular orbitals and $A_i\ne0$. If the nuclear charge is spread out, its potential is finite at the origin. The source then starts at $r^{l+1}$ instead of $r^l$, and (8) leaves no $r^{l+2}$ term. Inside such a nucleus $a_1=0$.

Matching powers assumes that each orbital has a power series and that the series may be differentiated term by term. In return it gives every coefficient from one recursion factor. What it shows is conditional: if a series exists, these are its coefficients.

The integral equation assumes only a bound on each orbital. It derives the leading power, excludes $r^{-l}$ by that bound, and supplies a remainder at each pass. It never differentiates a remainder, a step that a bound alone would not justify. It establishes the expansion through $a_3$ as an approximation for $r\to0$; neither derivation shows that the infinite series converges.

Both also share a convention. The sums over $j$ include $j=i$. For $k=0$ this exchange term has weight $(2l+1)/(2l+1)=1$ and cancels the spherically averaged repulsion of one electron with itself, which is contained in $VP_i$. One may remove the pair from both places without changing $P_i$, but the division between "direct" and "exchange" in $a_2$ then changes. In the helium ground state no exchange remains after this removal.

For open shells the weights differ, and two kinds of term can be added. Direct multipoles with even $k\ge2$ start as $r^k$ and so enter no earlier than $r^{l+5}$. Lagrange multipliers that keep orbitals of equal $l$ orthogonal add $\sum_{j\ne i}\varepsilon_{ij}P_j$ to the right side of the original equation. They contribute $-\sum_{j\ne i}\varepsilon_{ij}A_j/A_i$ to the right side of (6), at the same order as the direct term. The coefficient $a_1$ is unaffected.

## Neon

The neon ground state was solved in a radial basis that leaves $a_1$ free. The coefficients read from the orbitals can therefore be compared with the formulas, whose constants come from integrals and orbital energies.

For $1s$, the orbital gives $a_1=-10.000$ bohr$^{-1}$, as (5) requires. The inputs to (6) are $Z^2=100$, $V_0=31.113$ hartree and $\varepsilon=-32.772$ hartree. Divided by $2l+3=3$, and with the exchange part added,

$$a_2=33.333+10.371+10.924-3.316=51.31\ \text{bohr}^{-2}.$$

The orbital itself also gives $51.31$. For $2p$ the divisor is $5$, and

$$a_2=10.000+6.223+0.170-1.474=14.92\ \text{bohr}^{-2},$$

again in agreement with the orbital.

For the bare nucleus the $1s$ value is $50.00$ bohr$^{-2}$, so repulsion changes $a_2$ by only $1.31$ although the direct part alone is $10.37$. Exchange and the orbital energy together account for the difference. Exchange removes $3.32$. The energy rises from $-50$ to $-32.77$ hartree, which lowers the energy part from $16.67$ to $10.92$. The net change is $10.37-5.74-3.32=1.31$. For $1s$, most of the net constant repulsion, direct minus exchange, is thus offset by the shift in energy. This is not general: for $2p$ the bare energy $-12.5$ hartree gives an energy part $2.50$, which falls to $0.17$, so the shift offsets only $2.33$ of the net $6.22-1.47=4.75$.

If exchange is artificially multiplied by $1.2$ and the equations are solved again, $a_1$ stays at $-10.000$ bohr$^{-1}$ for $1s$, while $a_2$ moves to $51.08$ bohr$^{-2}$.

The linear part of $X_i/P_i$ is visible in $2p$, which exchanges with two $s$ shells. Equation (7) gives $a_3=-26.94$ bohr$^{-3}$, in agreement with the orbital. Treating exchange as a constant would give $-30.24$.

At $r=0.02$ bohr the $1s$ series for $P/(Ar)$ gives

$$\begin{aligned}
\text{two terms:}\quad&1-0.2=0.8000,\\
\text{three terms:}\quad&0.8000+51.31(0.02)^2=0.8205,\\
\text{four terms:}\quad&0.8205-175.4(0.02)^3=0.8191.
\end{aligned}$$

The computed orbital gives $0.8192$. Relative to the leading term, the errors are $-1.9\times10^{-2}$, $1.3\times10^{-3}$ and $-6\times10^{-5}$. These are errors of the value. The ratio $P'/P$, which decides how much of the second solution is mixed in, is $40.06$ bohr$^{-1}$ for the computed orbital, against $50.0$, $37.5$, $40.31$ and $40.04$ from one, two, three and four terms; the form $re^{-Zr}$, which has the correct $a_1$, gives $1/r-Z=40.00$. The two-term start needs no knowledge of the other electrons. Most of the improvement from the third term can be had without it too: the bare-nucleus value $a_2=50.00$ bohr$^{-2}$ gives $0.8000+0.0200=0.8200$. At this radius that is even slightly closer to the computed orbital than the three-term value above, because the smaller $a_2$ partly makes up for the omitted negative cubic term. The correct $a_2$, without which the error does not fall as $r^3$, requires $V_0$, $\varepsilon_i$ and the exchange constants. A self-consistent calculation can take $V_0$ and the exchange constants from its previous iteration, while $\varepsilon_i$ is the energy used in the current integration. If $X_i$ is held fixed while the amplitude $A_i$ is varied, each $\chi_{ij}$ must be rescaled in proportion to $1/A_i$. A separate check, with model orbitals $r^{l+1}e^{-r}$ rather than those of neon, measures the exchange powers in (3) for angular momenta up to $3$.

## Computed values

```
neon, nuclear charge Z = 10
total energy, radial basis: -128.547098 hartree = -3497.945 eV
total energy, Gaussian basis: -128.546770 hartree
virial ratio -V/T: 2.00000000
direct potential at nucleus V0: 31.11332 hartree
(V0-V)/r^2 near nucleus: 1296.8 hartree/bohr^2
  sum of A_s^2/3: 1298.4 hartree/bohr^2
1s: eps = -32.772443 hartree, A = 60.7578 bohr^-1.5
  a1 orbital -10.00000, formula -10.00000 bohr^-1
  a2 orbital 51.3126, formula 51.3127 bohr^-2
  a2 parts (bohr^-2): nucleus 33.3333, direct 10.3711
    energy 10.9241, exchange -3.3159
  a3 orbital -175.416, formula -175.418 bohr^-3
2s: eps = -1.930391 hartree, A = 14.2680 bohr^-1.5
  a1 orbital -10.00000, formula -10.00000 bohr^-1
  a2 orbital 41.8106, formula 41.8107 bohr^-2
  a2 parts (bohr^-2): nucleus 33.3333, direct 10.3711
    energy 0.6435, exchange -2.5372
  a3 orbital -112.070, formula -112.071 bohr^-3
2p: eps = -0.850410 hartree, A = 27.8507 bohr^-2.5
  a1 orbital -5.00000, formula -5.00000 bohr^-1
  a2 orbital 14.9187, formula 14.9188 bohr^-2
  a2 parts (bohr^-2): nucleus 10.0000, direct 6.2227
    energy 0.1701, exchange -1.4740
  a3 orbital -26.938, formula -26.943 bohr^-3
2p a3 if exchange were constant: -30.240 bohr^-3
bare nucleus, 1s: a1 = -10.00000 bohr^-1, a2 = 50.0000 bohr^-2
bare nucleus, 2s: a1 = -10.00000 bohr^-1, a2 = 37.5000 bohr^-2
bare nucleus, 2p: a1 = -5.00000 bohr^-1, a2 = 12.5000 bohr^-2
exchange x 1.2, 1s: a1 = -10.00000 bohr^-1, a2 = 51.0799 bohr^-2
exchange x 1.2, 2s: a1 = -10.00000 bohr^-1, a2 = 41.4869 bohr^-2
exchange x 1.2, 2p: a1 = -5.00000 bohr^-1, a2 = 14.7212 bohr^-2
P/(A r^(l+1)) at r = 0.02 bohr; errors of 2, 3, 4 terms:
  1s: 0.819183; -1.92e-02, 1.34e-03, -6.16e-05
  2s: 0.815853; -1.59e-02, 8.71e-04, -2.52e-05
  2p: 0.905748; -5.75e-03, 2.19e-04, 3.82e-06
measured leading power of r in exchange source (l from lj):
  l=0, lj=0: 1.000
  l=0, lj=1: 3.000
  l=0, lj=2: 5.000
  l=1, lj=0: 2.000
  l=1, lj=1: 2.000
  l=1, lj=2: 4.000
  l=2, lj=0: 3.000
```
